# Massless n-body phase space from a recursion in intermediate invariant masses: test program

```python
# Result under test: the phase-space volume of n massless particles,
#   Phi_n(s) = (2 pi)^(4-3n) (pi/2)^(n-1) s^(n-2) / ((n-1)! (n-2)!),
# defined as the integral of prod_i d^3p_i/((2 pi)^3 2E_i)
# times (2 pi)^4 delta^4(P - sum p_i), with s = P^2.
# Symbols: M = invariant mass of the first n-1 particles, x = M^2/s,
# beta = inverse energy in the weight exp(-beta E), here 1/GeV.
# Units: hbar = c = 1, energies in GeV. Particles are distinguishable.
import numpy as np
from math import factorial, pi, sqrt, exp
from scipy.integrate import quad
from scipy.optimize import brentq


def phi_closed(n, s):
    return ((2*pi)**(4 - 3*n) * (pi/2)**(n - 1) * s**(n - 2)
            / (factorial(n - 1) * factorial(n - 2)))


def phi_pair(s, mass_sq):
    """Two-body volume for one massive and one massless particle."""
    return (1 - mass_sq/s) / (8*pi)


# --- Two-body factor against the definition, over an energy window ---
def pair_window_from_definition(mass, low, high):
    def momentum_at(total):
        return brentq(lambda p: p + sqrt(p*p + mass*mass) - total,
                      0.0, total, xtol=1e-13)
    # d^3p/(2p 2E) with the momentum delta used and energy integrated
    def density(p):
        return 4*pi*p**2 / (2*p * 2*sqrt(p*p + mass*mass)) / (2*pi)**2
    return quad(density, momentum_at(low), momentum_at(high))[0]


print("Two-body volume integrated over total energy 8 to 10 GeV:")
for mass in (0.0, 3.0, 7.0):
    direct = pair_window_from_definition(mass, 8.0, 10.0)
    derived = quad(lambda w: phi_pair(w*w, mass**2), 8.0, 10.0)[0]
    assert abs(direct/derived - 1) < 1e-8
    print(f"  M = {mass:.1f} GeV: definition {direct:.8f} GeV,"
          f" formula {derived:.8f} GeV")

# --- Numerical recursion against the closed formula ---
# Eight Gauss points integrate the polynomial integrands exactly.
nodes, node_weights = np.polynomial.legendre.leggauss(8)
unit_nodes = [float(v) for v in (nodes + 1)/2]
unit_weights = [float(v) for v in node_weights/2]


def phi_recursive(n, s):
    if n == 2:
        return phi_pair(s, 0.0)
    return sum(w * s * phi_pair(s, x*s) * phi_recursive(n - 1, x*s)
               for x, w in zip(unit_nodes, unit_weights)) / (2*pi)


root_s = 10.0
s_example = root_s**2
print(f"Example energy: sqrt(s) = {root_s:.1f} GeV,"
      f" s = {s_example:.1f} GeV^2")
print("Phase-space volume: numerical recursion, closed formula:")
for n in range(2, 8):
    recursive = phi_recursive(n, s_example)
    closed = phi_closed(n, s_example)
    assert abs(recursive/closed - 1) < 1e-10
    print(f"  n = {n}: {recursive:.6e}, {closed:.6e} GeV^{2*n - 4}")
for n in (3, 4):
    ratio = phi_recursive(n, s_example)/phi_recursive(n - 1, s_example)
    print(f"  Phi_{n}/Phi_{n-1} = {ratio:.6f} GeV^2")

# --- Factorized integral: no recursion and no delta function ---
beta = 1.0
one_particle = quad(lambda p: 4*pi*p**2*exp(-beta*p)
                    / (2*p*(2*pi)**3), 0, np.inf)[0]
energy_nodes, energy_weights = np.polynomial.laguerre.laggauss(24)
speed_nodes, speed_weights = np.polynomial.legendre.leggauss(24)
speeds = (speed_nodes + 1)/2
speed_weights = speed_weights/2
energy_grid = energy_nodes[:, None]/beta
momentum_grid = energy_grid*speeds[None, :]
grid_weights = (energy_weights[:, None]/beta * speed_weights[None, :]
                * energy_grid)
worst = 0.0
for n in range(2, 9):
    integrand = (4*pi*momentum_grid**2/(2*pi)**4
                 * phi_closed(n, energy_grid**2 - momentum_grid**2))
    total = float(np.sum(grid_weights*integrand))
    worst = max(worst, abs(total/one_particle**n - 1))
    if n == 4:
        print(f"Weighted integral, n = 4, beta = {beta:.1f} GeV^-1:")
        print(f"  from closed formula  {total:.8e} GeV^8")
        print(f"  one-particle power   {one_particle**n:.8e} GeV^8")
assert worst < 1e-8
print(f"  one-particle integral {one_particle:.8f} GeV^2")
print(f"  all n = 2 to 8 agree within 1e-8: {worst < 1e-8}")


# --- Sampling of independent massless momenta ---
def shell_weight(s):
    """Integral of d^3P exp(-beta E)/(2E (2 pi)^4), E^2 = P^2 + s."""
    def density(p):
        energy = sqrt(p*p + s)
        return 4*pi*p*p*exp(-beta*energy)/(2*energy*(2*pi)**4)
    return quad(density, 0, np.inf)[0]


def share_below(n, x):
    """Predicted share of phase space with M^2/s below x."""
    return (n - 1)*x**(n - 2) - (n - 2)*x**(n - 1)


rng = np.random.default_rng(12345)
samples = 300000
print(f"Sampling with {samples} events for each n:")
for n in (3, 4, 5):
    # d^3p exp(-beta E)/(2E) means density E exp(-beta E), isotropic
    energy = rng.gamma(2.0, 1/beta, (samples, n))
    cosine = rng.uniform(-1, 1, (samples, n))
    azimuth = rng.uniform(0, 2*pi, (samples, n))
    sine = np.sqrt(1 - cosine**2)
    momenta = np.stack([energy, energy*sine*np.cos(azimuth),
                        energy*sine*np.sin(azimuth), energy*cosine])
    metric = np.array([1.0, -1.0, -1.0, -1.0])[:, None]
    s_values = np.sum(metric*momenta.sum(axis=2)**2, axis=0)
    m_values = np.sum(metric*momenta[:, :, :-1].sum(axis=2)**2, axis=0)
    x_values = m_values/s_values

    middle = 4.0*n*(n - 1)/beta**2
    for low, high in ((middle/4, middle/2), (middle, 2*middle)):
        sampled = np.mean((s_values > low) & (s_values < high))
        predicted = quad(lambda s: phi_closed(n, s)*shell_weight(s),
                         low, high)[0]/one_particle**n
        error = sqrt(predicted*(1 - predicted)/samples)
        assert abs(sampled - predicted) < 4.5*error
        print(f"  n = {n}, s in {low:.0f}-{high:.0f} GeV^2: share"
              f" {sampled:.4f}, predicted {predicted:.4f}")

    # The density of x must be the same at small and at large s
    for chosen in (s_values < middle/2, s_values >= middle/2):
        count = int(chosen.sum())
        for cut in (0.25, 0.5, 0.75):
            expected = share_below(n, cut)
            error = sqrt(expected*(1 - expected)/count)
            found = np.mean(x_values[chosen] < cut)
            assert abs(found - expected) < 4.5*error
    mean_error = x_values.std()/sqrt(samples)
    assert abs(x_values.mean() - (n - 2)/n) < 4.5*mean_error
    print(f"  n = {n}: mean x sampled {x_values.mean():.4f},"
          f" predicted {(n - 2)/n:.4f}")
    if n == 4:
        sampled_quarter = np.mean(x_values < 0.25)

# --- Intermediate mass in the four-body example, by quadrature ---
def mass_density(m_sq):
    return (phi_pair(s_example, m_sq)*phi_closed(3, m_sq)
            / (2*pi*phi_closed(4, s_example)))


norm = quad(mass_density, 0, s_example)[0]
mean_m_sq = quad(lambda q: q*mass_density(q), 0, s_example)[0]
light_share = quad(mass_density, 0, s_example/4)[0]
mean_energy = quad(lambda q: (s_example - q)/(2*root_s)
                   * mass_density(q), 0, s_example)[0]
assert abs(norm - 1) < 1e-10
assert abs(light_share - share_below(4, 0.25)) < 1e-10
assert abs(mean_energy - root_s/4) < 1e-9
print("Four-body example, mass M of three of the particles:")
print(f"  mean x = {mean_m_sq/s_example:.4f}")
print(f"  rms M = {sqrt(mean_m_sq):.4f} GeV")
print(f"  share with M < {root_s/2:.1f} GeV: {light_share:.5f}"
      f" (sampled {sampled_quarter:.4f})")
print(f"  mean energy of the fourth particle = {mean_energy:.4f} GeV")
print("all good")
```

Running it gives:

```
Two-body volume integrated over total energy 8 to 10 GeV:
  M = 0.0 GeV: definition 0.07957747 GeV, formula 0.07957747 GeV
  M = 3.0 GeV: definition 0.07062501 GeV, formula 0.07062501 GeV
  M = 7.0 GeV: definition 0.03083627 GeV, formula 0.03083627 GeV
Example energy: sqrt(s) = 10.0 GeV, s = 100.0 GeV^2
Phase-space volume: numerical recursion, closed formula:
  n = 2: 3.978874e-02, 3.978874e-02 GeV^0
  n = 3: 1.259826e-02, 1.259826e-02 GeV^2
  n = 4: 1.329656e-03, 1.329656e-03 GeV^4
  n = 5: 7.016790e-05, 7.016790e-05 GeV^6
  n = 6: 2.221717e-06, 2.221717e-06 GeV^8
  n = 7: 4.689729e-08, 4.689729e-08 GeV^10
  Phi_3/Phi_2 = 0.316629 GeV^2
  Phi_4/Phi_3 = 0.105543 GeV^2
Weighted integral, n = 4, beta = 1.0 GeV^-1:
  from closed formula  4.11681217e-07 GeV^8
  one-particle power   4.11681217e-07 GeV^8
  one-particle integral 0.02533030 GeV^2
  all n = 2 to 8 agree within 1e-8: True
Sampling with 300000 events for each n:
  n = 3, s in 6-12 GeV^2: share 0.2012, predicted 0.2019
  n = 3, s in 24-48 GeV^2: share 0.2312, predicted 0.2319
  n = 3: mean x sampled 0.3334, predicted 0.3333
  n = 4, s in 12-24 GeV^2: share 0.1985, predicted 0.1990
  n = 4, s in 48-96 GeV^2: share 0.2744, predicted 0.2732
  n = 4: mean x sampled 0.5005, predicted 0.5000
  n = 5, s in 20-40 GeV^2: share 0.1867, predicted 0.1857
  n = 5, s in 80-160 GeV^2: share 0.3032, predicted 0.3039
  n = 5: mean x sampled 0.5998, predicted 0.6000
Four-body example, mass M of three of the particles:
  mean x = 0.5000
  rms M = 7.0711 GeV
  share with M < 5.0 GeV: 0.15625 (sampled 0.1548)
  mean energy of the fourth particle = 2.5000 GeV
all good
```
